# Richardson Constant for Ellipsoidal Valleys and Its Values in Silicon

Consider electrons leaving a semiconductor through a planar contact with a metal. Let $\mathbf n$ be the unit normal pointing into the metal, and measure the wavevector $\mathbf k$ from the bottom of one conduction valley. The valley is parabolic,

$$E=\frac{\hbar^2}{2}\,\mathbf k\cdot W\mathbf k ,\qquad \mathbf v=\frac1\hbar\nabla_{\mathbf k}E=\hbar W\mathbf k ,$$

where $W$ is the symmetric, positive inverse mass tensor, with eigenvalues $1/m_1,1/m_2,1/m_3$. The energy $E$ is counted from the band edge at the top of the barrier, which lies $\phi$ above the Fermi level. Currents are given as positive magnitudes, $e>0$, and $k_B$ is Boltzmann's constant.

The model assumes that electrons at the barrier top are in equilibrium with the bulk and non-degenerate, so that their occupation is $e^{-(E+\phi)/k_BT}$. Every electron moving outward there is taken to enter the metal, without reflection, tunnelling or return by scattering. With two spin states, one valley then carries

$$J_v=\frac{2e}{(2\pi)^3}\,e^{-\phi/k_BT}\int_{v_n>0}v_n\,e^{-E/k_BT}\,d^3k ,\qquad v_n=\mathbf n\cdot\mathbf v .$$

The ellipsoid may be tilted with respect to the contact, so $v_n$ need not be proportional to the normal wavevector. Write $\mathbf k=k_n\mathbf n+\mathbf k_t$, let $W_{nn}=\mathbf n\cdot W\mathbf n$, let $\mathbf b$ be the two mixed components $W_{tn}$, and let $W_{tt}$ be the transverse block. Completing the square gives

$$\begin{aligned}
\mathbf k\cdot W\mathbf k&=W_{nn}k_n^2+2k_n\,\mathbf b\cdot\mathbf k_t+\mathbf k_t\cdot W_{tt}\mathbf k_t\\
&=W_{nn}q^2+\mathbf k_t\cdot S\,\mathbf k_t ,
\end{aligned}$$

$$q=k_n+\frac{\mathbf b\cdot\mathbf k_t}{W_{nn}},\qquad S=W_{tt}-\frac{\mathbf b\,\mathbf b^{T}}{W_{nn}} .$$

The normal velocity is $v_n=\hbar(W_{nn}k_n+\mathbf b\cdot\mathbf k_t)=\hbar W_{nn}q$, so outward motion means $q>0$. At fixed $\mathbf k_t$ the lowest energy is $E_{\min}=(\hbar^2/2)\,\mathbf k_t\cdot S\,\mathbf k_t$, reached at $q=0$. Since $dk_n=dq$ and $dE=\hbar^2W_{nn}q\,dq$, we have $v_n\,dk_n=dE/\hbar$, and

$$\int_{v_n>0}v_n e^{-E/k_BT}dk_n=\frac1\hbar\int_{E_{\min}}^\infty e^{-E/k_BT}dE=\frac{k_BT}{\hbar}e^{-E_{\min}/k_BT}.$$

The normal mass has disappeared from this integral: a light electron moves faster, but fewer states lie in a given energy interval.

The remaining integral is Gaussian. If $s_1,s_2$ are the eigenvalues of $S$, each direction contributes $\sqrt{2\pi k_BT/(\hbar^2s_i)}$, so

$$\int e^{-E_{\min}/k_BT}\,d^2k_t=\frac{2\pi k_BT}{\hbar^2\sqrt{\det S}} .$$

The change from $(k_n,\mathbf k_t)$ to $(q,\mathbf k_t)$ is a shear with unit determinant, and it makes the quadratic form block diagonal. Hence $\det W=W_{nn}\det S$, and $1/\sqrt{\det S}=\sqrt{W_{nn}/\det W}$. Collecting the factors,

$$J_v=\frac{2e}{8\pi^3}\,\frac{k_BT}{\hbar}\,\frac{2\pi k_BT}{\hbar^2}\sqrt{\frac{W_{nn}}{\det W}}\;e^{-\phi/k_BT}
=\frac{e k_B^2T^2}{2\pi^2\hbar^3}\sqrt{\frac{W_{nn}}{\det W}}\;e^{-\phi/k_BT}.$$

With $\hbar=h/2\pi$, the factor $1/(2\pi^2\hbar^3)$ equals $4\pi/h^3$. Summing over valleys,

$$J=A^*T^2e^{-\phi/k_BT},\qquad \frac{A^*}{A_0}=\frac1{m_0}\sum_{\text{valleys}}\sqrt{\frac{W_{nn}}{\det W}},\qquad A_0=\frac{4\pi e m_0k_B^2}{h^3}.$$

In principal axes $W_{nn}=\sum_i n_i^2/m_i$ and $1/\det W=m_1m_2m_3$, so each term of the sum is

$$\sqrt{\frac{W_{nn}}{\det W}}=\sqrt{n_1^2m_2m_3+n_2^2m_3m_1+n_3^2m_1m_2}\, .$$

For a single spherical valley of mass $m$ this reduces to $A^*/A_0=m/m_0$.

The square root has a geometrical meaning. A transverse wavevector is available at energy $E$ if $E_{\min}(\mathbf k_t)\le E$. These wavevectors fill an ellipse, the shadow of the energy ellipsoid on the contact plane, whose area is

$$a(E)=\frac{2\pi E}{\hbar^2\sqrt{\det S}}=\frac{2\pi E}{\hbar^2}\sqrt{\frac{W_{nn}}{\det W}} .$$

Exchanging the order of the integrals over $\mathbf k_t$ and $E$ gives

$$J_v=\frac{2e}{(2\pi)^3\hbar}\,e^{-\phi/k_BT}\int_0^\infty a(E)\,e^{-E/k_BT}\,dE ,$$

so the current counts these shadows, weighted by occupation. As a test with three unequal masses, take $(0.10,0.30,1.20)\,m_0$ and $\mathbf n=(0.48,0.60,0.64)$. The formula gives $0.37206$, direct integration of the defining current gives $0.37206$, and the area of the projected ellipsoid gives $0.37205$.

The same current follows from the bulk side of the barrier. Let the band edge rise by $U_b$ between the bulk and the interface, slowly enough for the effective-mass description to hold. The force is along $\mathbf n$, so $\mathbf k_t$ and therefore $E_{\min}$ are conserved. Since $\hbar^2W_{nn}q^2/2=v_n^2/(2W_{nn})$, energy conservation says that

$$\frac{v_n^2}{2W_{nn}}+U(x)=\text{constant},$$

and an outgoing electron crosses if its bulk value of $v_n^2/(2W_{nn})$ exceeds $U_b$. The normal motion has mass $1/W_{nn}$, even when the ellipsoid is tilted. Raising the lower limit of the energy integral from $E_{\min}$ to $E_{\min}+U_b$ multiplies the outgoing bulk flux by $e^{-U_b/k_BT}$. The bulk band edge lies $\phi-U_b$ above the Fermi level, so the two exponentials combine to $e^{-\phi/k_BT}$, as before. For the tilted valley above and a parabolic barrier of height $1.5\,k_BT$, computed classical trajectories carry a fraction $0.2231$ of the outgoing flux across, in agreement with $e^{-1.5}=0.2231$; changing the wavevector grid moves the computed fraction between about 0.2228 and 0.2234, so the agreement holds to about 0.2 per cent.

At zero bias the metal returns an equal current. A forward bias $V$ raises the semiconductor's Fermi level by $eV$ relative to the metal's. With $\phi$ held fixed as seen from the metal, the outgoing current grows by $e^{eV/k_BT}$ while the returning one is unchanged, so the ideal net current is $J(e^{eV/k_BT}-1)$.

Silicon has six valleys, two on each cube axis, with longitudinal mass $m_l$ along that axis and transverse mass $m_t$ across it. For a (001) contact, the two valleys along the normal present their circular cross-section and contribute $m_t$ each. The four others present an ellipse and contribute $\sqrt{m_lm_t}$ each. For (111), $n_i^2=1/3$ and all six valleys are equivalent. Therefore

$$\left.\frac{A^*}{A_0}\right|_{001}=\frac{2m_t+4\sqrt{m_lm_t}}{m_0},\qquad
\left.\frac{A^*}{A_0}\right|_{111}=\frac{6}{m_0}\sqrt{\frac{m_t^2+2m_lm_t}{3}} .$$

With the rough values $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$,

$$\begin{aligned}
(001):&\quad 2(0.19)+4\sqrt{0.92\times0.19}=0.380+1.672=2.05,\\
(111):&\quad 6\sqrt{(0.0361+0.3496)/3}=6\times0.3586=2.15 .
\end{aligned}$$

Direct integration over the valleys gives the same values to within 0.1 per cent. The third figure depends on the masses: shifting both together by $0.005\,m_0$ either way moves the first ratio between 2.02 and 2.09 and the second between 2.12 and 2.19. The quotient of the two, 1.048, is much less sensitive to such a shift.

These planes are the extremes over all orientations. For the pair of valleys on cube axis $i$, put $u_i=n_i^2$. One valley of the pair contributes

$$g(u_i)=\sqrt{m_t^2u_i+m_lm_t(1-u_i)}=\sqrt{m_lm_t-m_t(m_l-m_t)u_i}\, ,$$

and $m_0A^*/A_0=2\sum_i g(u_i)$, with $u_i\ge0$ and $\sum_i u_i=1$. For $m_l\ne m_t$ the second derivative is

$$g''(u)=-\frac{m_t^2(m_l-m_t)^2}{4\,g(u)^3}<0 ,$$

so $g$ is concave. The mean of a concave function does not exceed the function at the mean, hence $\sum_i g(u_i)\le3g(1/3)$, which is the (111) value. A concave function also lies above its chord, $g(u)\ge(1-u)g(0)+u\,g(1)$. Summing over the axes gives $\sum_i g(u_i)\ge2g(0)+g(1)$, which is the (001) value. The (110) plane, at 2.14, lies between them.

For elongated valleys, $m_l\ge m_t$, two limits bracket the effect of orientation. For $m_l=m_t=m$, every plane gives $6m/m_0$. For $m_l\gg m_t$, the ratios approach $4\sqrt{m_lm_t}/m_0$ and $6\sqrt{2/3}\sqrt{m_lm_t}/m_0$, so their quotient tends to $\sqrt{3/2}\approx1.22$.

A ratio above one does not mean that a single valley outdoes a free electron. Each shadow is smaller than the free-electron disc at the same energy, but there are six of them. The density of states combines the masses differently: six valleys have the density of one spherical valley of mass $6^{2/3}(m_lm_t^2)^{1/3}=1.06\,m_0$. Using that mass in $A^*$ would give about half the correct value, because density adds volumes in wavevector space while emission adds areas.

For an example, take tungsten on n-type silicon at 300 K, with $10^{16}$ donors per cm³ and a barrier of roughly 0.67 eV. The free-electron constant is $120.17\ \mathrm{A\,cm^{-2}K^{-2}}$, so for the masses above $A^*$ is 246.6 on (001) and 258.5 on (111), in the same unit; the last digits are kept only so that the arithmetic can be followed. With $k_BT=25.85$ meV, the exponential is $5.55\times10^{-12}$, and

$$J_{001}=246.6\times300^2\times5.55\times10^{-12}\approx1.23\times10^{-4}\ \mathrm{A\,cm^{-2}} .$$

At the same barrier, (111) gives $1.29\times10^{-4}\ \mathrm{A\,cm^{-2}}$. If a barrier is extracted from a given saturation current through $\phi=k_BT\ln(A^*T^2/J)$, using $A_0$ on (001) makes it too low by $k_BT\ln2.05=18.6$ meV. Exchanging the two orientations shifts it by 1.2 meV.

One omitted effect is the image force. Its size depends on the interface field $F$. Let $\psi$ be the band bending in volts, measured from the bulk, and $\epsilon$ the permittivity. Poisson's equation, multiplied by the field, gives $F\,dF/d\psi=\rho/\epsilon$ with $\rho=eN_d(1-e^{-\psi/V_T})$ and $V_T=k_BT/e$. Integrating from zero to the total bending $V_b$,

$$F^2=\frac{2eN_d}{\epsilon}\left[V_b-V_T\left(1-e^{-V_b/V_T}\right)\right].$$

The bulk band edge lies 0.205 eV above the Fermi level, so $V_b=0.465$ V. With the relative permittivity set to 11.7, $F=0.0369$ MV/cm. Near the metal the potential energy relative to the unlowered barrier is

$$U(x)=-\frac{e^2}{16\pi\epsilon x}-eFx ,$$

where $x$ is the distance from the metal. Setting $U'=0$ gives $x_m=\sqrt{e/(16\pi\epsilon F)}=2.89$ nm. There the two terms are equal, so the barrier is lowered by $2eFx_m=21.3$ meV and the current rises by $e^{21.3/25.85}=2.28$. This factor applies if 0.67 eV denotes the barrier before lowering; a barrier inferred from the current itself may already include it.

The rounded top also transmits some electrons from below and reflects some from above. Its curvature is $U''(x_m)=-2eF/x_m$, so for normal mass $1/W_{nn}$ the inverted oscillator has $\omega^2=2eFW_{nn}/x_m$. The standard transmission probability of a parabolic barrier at energy $\varepsilon$ from its top is $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$. Put $a=\hbar\omega/(2\pi k_BT)$ and $y=e^{-2\pi\varepsilon/\hbar\omega}$. The thermal average, relative to classical emission, is then

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/k_BT}}{1+e^{-2\pi\varepsilon/\hbar\omega}}\frac{d\varepsilon}{k_BT}
=a\int_0^\infty\frac{y^{a-1}}{1+y}\,dy=\frac{\pi a}{\sin\pi a},\qquad 0<a<1 .$$

It is 1.067 for valleys with $m_t$ along the normal and 1.013 for those with $m_l$. Weighted by their currents, the (001) factor is 1.057. On (111), where the normal mass is $0.258\,m_0$, it is 1.049. These values hold for a parabolic top that falls away smoothly on both sides. They are not estimates for the contact itself. The metal is only 2.89 nm from the top, less than the wavelength of an electron with normal kinetic energy $k_BT$, which is about 8 nm even for normal mass $m_l$. The wave therefore also reflects from the steep image well and the metal surface, and this reflection can far outweigh the gain from tunnelling. Solving the wave equation for the image and depletion potential, ended on a free-electron metal whose band bottom lies 4 to 8 eV below the barrier, gives a factor of about 0.4 to 0.5 on (001). Other ways of cutting off the image well and matching at the metal give values from about 0.2 to 0.7. Such a model does not describe tungsten's bands, but it shows that reflection can reduce the current by about half.

A finite supply from the bulk also reduces the current. Let $n_b$ be the density at the barrier top if it were in equilibrium with the bulk, $n_0$ that in equilibrium with the metal, and $n_m$ the actual one. Equating supply and net emission,

$$e v_D(n_b-n_m)=e v_R(n_m-n_0)\quad\Rightarrow\quad J_{\rm net}=e\,\frac{v_Dv_R}{v_D+v_R}(n_b-n_0),$$

so ideal emission is multiplied by the factor $v_D/(v_D+v_R)<1$. The emission velocity is $v_R=A^*T^2/(eN_c)=5.05\times10^6$ cm/s on (001), with $N_c=2.74\times10^{19}$ cm⁻³ the effective density of states. Integrating the drift-diffusion equation over the barrier gives

$$v_D=\frac{\mu V_T}{\int e^{-\Delta U/k_BT}dx},$$

where $\Delta U$ is the depth below the top. For a uniform field this is $\mu F$. With a rough mobility of 1200 cm²/Vs and the depletion field falling away from the interface, the barrier without image-force rounding gives $v_D\approx4.3\times10^7$ cm/s and a factor of about 0.9. Integrating instead from the image-rounded top into the bulk lowers these to about $3.3\times10^7$ cm/s and 0.87. Drift-diffusion theory is strained here, because the potential energy changes by $k_BT$ within about 7 nm, well below the mean free path of roughly 40 nm implied by this mobility; the result indicates a size of order ten per cent.

Band non-parabolicity can be included through the shadow area. If $E(1+\alpha E)$ replaces $E$ in the parabolic relation, the area acquires the same replacement, and the current changes by

$$\frac{1}{(k_BT)^2}\int_0^\infty E(1+\alpha E)e^{-E/k_BT}dE=1+2\alpha k_BT .$$

For a rough $\alpha=0.5\ \mathrm{eV^{-1}}$ this is 1.026. Degeneracy is negligible, as the bulk ratio $N_d/N_c$ is $3.6\times10^{-4}$ and the occupation at the barrier edge is far smaller.

The assumption that the metal accepts every electron is harder to settle. The valley centres lie at about $0.85\times2\pi/a_0$ from the zone centre, with the lattice constant set to $a_0=0.543$ nm. If transverse wavevector is conserved, without surface reciprocal-lattice transfers, a free-electron metal must have states with a transverse kinetic energy of about 3.7 eV for the four in-plane valleys on (001), and about 2.5 eV for all six on (111). Tungsten's d bands are not free-electron bands, so these energies do not settle its case; the question there is whether it has states at the electron's energy with the required transverse wavevector. If the four in-plane valleys on (001) were blocked completely, the ratio would fall from 2.05 to 0.38. For emission into vacuum with conserved transverse wavevector, the single free-electron disc limits the receiving states, and the multi-valley ratio cannot be carried over.

A real contact may also have an interfacial layer or a barrier that varies across its area. A uniform barrier change of 10 meV alters the current by a factor $e^{10/25.85}\approx1.47$, far more than the 4.8 per cent between (001) and (111). Measuring against temperature does not remove the difficulty. If $\phi=\phi_0-\gamma T$, a plot of $\ln(J/T^2)$ against $1/T$ yields the apparent constant $A^*e^{\gamma/k_B}$, and $\gamma\approx0.004$ meV/K is enough to imitate the orientation effect. The values 2.05 and 2.15 thus describe ideal emission from silicon's valleys, and a measured prefactor can be compared with them only after the barrier's dependence on field and temperature, its variation across the contact, the finite supply from the bulk and the interface transmission have been accounted for. The computed values are collected in the numerical output below.

## Calculated quantities

```
Free-electron A0: 120.17 A/(cm2 K2)
Input masses: ml = 0.92 m0, mt = 0.19 m0
Oblique test masses: [0.1 0.3 1.2] m0
Oblique test normal: [0.48 0.6  0.64]
Oblique valley ratio, formula: 0.37206
Oblique valley ratio, integral: 0.37206
Oblique valley ratio, shadow: 0.37205
Trajectory barrier height: 1.5 kT
Crossing fraction, trajectories: 0.2231
Crossing fraction, Boltzmann: 0.2231
(001) two valleys along normal, sum: 0.3800
(001) four valleys in plane, sum: 1.6724
(111) each of six valleys: 0.3586
(001) A*/A0: formula 2.0524, integral 2.0534
(001) spread from mass rounding: 2.016 to 2.089
(110) A*/A0: formula 2.1351, integral 2.1347
(110) spread from mass rounding: 2.099 to 2.171
(111) A*/A0: formula 2.1514, integral 2.1514
(111) spread from mass rounding: 2.115 to 2.188
Random planes, A*/A0: 2.0525 to 2.1513
Ratio A*(111)/A*(001): 1.0482
A*(001): 246.6 A/(cm2 K2)
A*(111): 258.5 A/(cm2 K2)
Density-of-states mass, six valleys: 1.061 m0
Example: T = 300 K, kT = 25.85 meV
Rough W/n-Si barrier: 0.67 eV
Donor density: 1.0e+16 cm^-3
Ideal saturation current (001): 1.233e-04 A/cm2
Ideal saturation current (111): 1.292e-04 A/cm2
Barrier error if A0 used on (001): 18.6 meV
Barrier shift, (111) vs (001): 1.22 meV
Band density of states Nc: 2.74e+19 cm^-3
Bulk band edge above Fermi level: 0.205 eV
Band bending: 0.465 eV
Relative permittivity input: 11.7
Interface field: 0.0369 MV/cm
Image-force lowering: 21.3 meV
Barrier top distance from metal: 2.89 nm
Current factor, image force: 2.28
Quantum factor, mt along normal: 1.067
Quantum factor, ml along normal: 1.013
Normal mass on (111): 0.258 m0
Quantum factor: (001) 1.057, (111) 1.049
Mobility input: 1200 cm2/Vs
Emission velocity (001): 5.05e+06 cm/s
Supply velocity: 4.29e+07 cm/s
Current factor, finite supply (001): 0.895
Non-parabolicity input: 0.5 eV^-1
Current factor, non-parabolicity: 1.026
Occupation at barrier edge: 5.55e-12
Bulk degeneracy measure Nd/Nc: 3.64e-04
Valley position: 0.85 x 2pi/a, a = 0.543 nm
Free-metal transverse energy: (001) 3.69 eV, (111) 2.46 eV
```
